# Core polarisation and the field at the nucleus in 3d⁵ ions

**Q.** My Mn²⁺ and Fe³⁺ spectra show a large field at the nucleus, opposite to the ion's moment. What in a 3d⁵ ion makes a field there?

**A.** Take the free ion, 1s²2s²2p⁶3s²3p⁶3d⁵ in ⁶S with $M_S=S=5/2$, nonrelativistic, with a point nucleus. The five d electrons have spin up and $m=-2,\dots,2$. Their orbital currents cancel in $\pm m$ pairs, and $\sum_m|Y_{2m}|^2=5/4\pi$ makes the spin magnetisation spherical, $\mathbf M=M(r)\hat z$. Its current is
$$\mathbf J=\nabla\times\mathbf M=M'\,\hat r\times\hat z=-M'\sin\theta\,\hat\varphi .$$
In the Biot–Savart law the direction from source to nucleus is $-\hat r$, and $\hat\varphi\times(-\hat r)=-\hat\theta$ has $z$ component $\sin\theta$. The $r^2$ of the volume element cancels the $1/r^2$:
$$B_z(0)=\frac{\mu_0}{4\pi}\int_0^\infty(-M')\,dr\int\sin^2\theta\,d\Omega=\frac{\mu_0}{4\pi}M(0)\frac{8\pi}{3}=\frac{2\mu_0}{3}M(0).$$
Only the magnetisation at the nucleus counts. With $\Delta\rho=\rho_\uparrow(0)-\rho_\downarrow(0)$, $M(0)=-\tfrac12|g_e|\mu_B\Delta\rho$. The ion's moment points along $-z$, so the component along the moment is
$$B=\frac{\mu_0}{3}|g_e|\mu_B\,\Delta\rho ,$$
which is 52.491 T per bohr⁻³. A negative field means a surplus of minority spin at the nucleus. From here on I use Hartree atomic units.

**Q.** What does restricted Hartree–Fock give?

**A.** Zero. Write orbitals as $P_{nl}(r)Y_{lm}/r$. Since $P_{nl}\propto r^{l+1}$, only s orbitals reach the nucleus, with amplitude $a_n=\psi_{ns}(0)=P'_{ns}(0)/\sqrt{4\pi}$, chosen positive. Restricted open-shell Hartree–Fock (ROHF) imposes $P_{ns\uparrow}=P_{ns\downarrow}$, so each pair cancels in $\Delta\rho$. Varying the common orbital adds the two spins' gradients, so it is an eigenfunction of $\bar F=(F_\uparrow+F_\downarrow)/2$. No coupling to the open shell arises, because that shell has d symmetry.

**Q.** Why should the two spins differ once the constraint is lifted?

**A.** Exchange acts only between equal spins. Expand
$$\frac1{r_{12}}=\sum_k G^k(r,s)\frac{4\pi}{2k+1}\sum_qY^*_{kq}(1)Y_{kq}(2),\qquad G^k=\frac{r_<^k}{r_>^{k+1}} .$$
For an s orbital exchanging with orbital $l_bm$, $Y_{00}$ is constant, so orthogonality keeps only $k=l_b$, $q=m$. The angular factor is $\frac{4\pi}{2l_b+1}|Y_{00}|^2=\frac1{2l_b+1}$, and the $2l_b+1$ values of $m$ sum to 1. The s-block operator is therefore
$$F_\sigma=-\tfrac12\frac{d^2}{dr^2}-\frac Zr+V_H(r)-\sum_{b\in\sigma}P_b(r)\,G^{l_b}(r,s)\,P_b(s),$$
with the last term an integral kernel over $s$. With ROHF orbitals the s and p terms are the same for both spins, and only the 3d term differs:
$$F_{\uparrow,\downarrow}=\bar F\mp\tfrac12K,\qquad K(r,s)=P_{3d}(r)G^2(r,s)P_{3d}(s).$$
$K_{nn}$ is the sum of the Coulomb self-repulsion integrals (twice the electrostatic self-energies) of the five overlap charges between $ns$ and 3d, hence positive, so up electrons feel an extra attraction. Because $K$ has matrix elements between occupied and empty s functions, the ROHF orbitals are not stationary in unrestricted Hartree–Fock (UHF).

**Q.** An attraction towards the 3d region should pull up-spin density off the nucleus. Can you quantify that?

**A.** To first order in $K$, with all other terms frozen, and with $\bar FP_m=\varepsilon_mP_m$,
$$\delta P_{n\uparrow}=-\delta P_{n\downarrow}=-\tfrac12\sum_{m\ne n}P_m\frac{K_{mn}}{\varepsilon_n-\varepsilon_m}.$$
Each density changes by $2a_n\delta a_n$, and the two changes are opposite, so the halves add:
$$\Delta\rho_n=-2a_n\sum_{m\ne n}\frac{a_mK_{mn}}{\varepsilon_n-\varepsilon_m}=-2a_n\langle\Phi_n|K|P_n\rangle,\qquad\Phi_n=\sum_{m\ne n}\frac{a_mP_m}{\varepsilon_n-\varepsilon_m}.$$
For Mn²⁺ this gives −0.0857, −2.5596 and +1.1564 bohr⁻³ for 1s, 2s and 3s, and a finite-difference diagonalisation of $\bar F\mp\lambda K/2$ confirms it. Your picture fits 1s and 2s but not 3s.

**Q.** Is 3s positive because it lies outside 3d and is pulled inward?

**A.** Not in the sense of mean radii: in Mn²⁺ $\langle r\rangle$ is 0.862 bohr for 3s and 1.100 bohr for 3d. The sharper statement comes from $\Phi_n$, and it is exact for a local Hamiltonian $H=-\tfrac12d^2/dr^2+V_0(r)$. To first order, a local perturbation $V$ changes the density at the nucleus by $2a_n\langle\Phi_n|V|P_n\rangle=2\int P^2fV\,dr$, where $a_n\Phi_n=fP$ and $P=P_n$. Completeness makes $\sum_ma_mP_m(r)$ vanish for $r>0$, so the sum without $m=n$ is $-a_nP$, and $(H-\varepsilon_n)\Phi_n=a_nP$. Multiply by $a_n$ and use $(H-\varepsilon_n)P=0$:
$$-\tfrac12(f''P+2f'P')=-\frac{(P^2f')'}{2P}=a_n^2P .$$
Integrate inward from infinity, where $P^2f'$ vanishes because $\Phi_n$ is normalisable:
$$f'(r)=\frac{2a_n^2}{P^2(r)}\int_r^\infty P^2\,ds>0 .$$
Near a node $f'\propto(r-r_{\rm node})^{-2}$, so $f$ starts at $-\infty$ on the inner edge of each lobe (at the origin too, where $P^2\propto r^2$) and rises to $+\infty$ at the outer edge. If $V_0\to0$ at large $r$, as in an ion, $P$ decays as $e^{-\kappa r}$ times a power of $r$, with $\kappa=\sqrt{-2\varepsilon_n}$; in the last lobe $f'$ then tends to $a_n^2/\kappa$, so $f$ again grows without bound. Each lobe contains one zero of $f$. To first order in $V$, an attraction, $V<0$, on the inner side of a lobe raises $|\psi(0)|^2$, and on the outer side lowers it.

For a hydrogenic 1s, $P^2=4Z^3r^2e^{-2Zr}$, $a^2=Z^3/\pi$, and
$$\int_r^\infty P^2ds=4Z^3e^{-2Zr}\Big(\frac{r^2}{2Z}+\frac r{2Z^2}+\frac1{4Z^3}\Big),\qquad f'=\frac1\pi\Big(Z^2+\frac Zr+\frac1{2r^2}\Big).$$
The integration constant follows from $\langle\Phi|P\rangle=0$, that is $\langle f\rangle=0$. With $\langle Zr\rangle=\tfrac32$, $\langle1/2Zr\rangle=\tfrac12$ and $\langle\ln2Zr\rangle=\Gamma'(3)/\Gamma(3)=\tfrac32-\gamma$,
$$f=\frac Z\pi\Big[Zr+\ln 2Zr-\frac1{2Zr}-\frac52+\gamma\Big],$$
which vanishes at $Zr_0=1.3253$, or 0.0530 bohr for $Z=25$.

In the ion $\bar F$ is nonlocal and the theorem is not guaranteed. I define $r^*_n$ as the first zero of $\Phi_n$ in the main outer lobe, that is beyond the origin for 1s, the first node for 2s and the second node for 3s; two small test wells, one on each side of it, shift $|\psi_{ns}(0)|^2$ with the predicted signs for all three shells of both ions. For Mn²⁺, $r^*\approx0.05$, 0.265 and 0.821 bohr (from one grid, so the third digit is untested), and $P_{3d}$ peaks near 0.77 bohr, far outside $r^*$ for 1s and 2s and just inside it for 3s. Splitting the quadrature sum of $-2a_n\Phi_n\,(KP_n)$ at the last grid point below $r^*$ gives the following, in bohr⁻³; because the cut falls on a grid point, the two parts are good only to about 0.01, while their sums hold to the digits shown:

- 1s: $+0.0002-0.0859=-0.0857$,
- 2s: $+0.3588-2.9184=-2.5596$,
- 3s: $+4.1008-2.9444=+1.1564$.

The 3s sign is the outcome of a competition, and the rule locates the two sides in the main outer lobe without deciding the winner. The part below $r^*$ also includes the inner lobes of 2s and 3s, where the nonlocal $K$ need not act as an attraction. The 1s term is small despite its large density: $K_{11}$ is only 0.0015 Eh against $K_{33}=0.4079$ Eh, and although the diagonal element does not enter the sum, $K$ is a positive operator, so the elements that do enter obey $|K_{m1}|\le\sqrt{K_{11}K_{mm}}$; moreover its denominators exceed 200 Eh.

**Q.** Are these shell contributions real?

**A.** Only their sum is. The term for an occupied pair, $t_{nm}=-2a_na_mK_{mn}/(\varepsilon_n-\varepsilon_m)$, has a symmetric numerator and an antisymmetric denominator, so $t_{nm}+t_{mn}=0$. This reflects the fact that rotating occupied orbitals of one spin among themselves leaves the density unchanged. The split belongs to canonical orbitals. For 2s mixing with 3s in Mn²⁺, $\varepsilon_2-\varepsilon_3=-29.7508+4.4556=-25.2952$ Eh and
$$t_{23}=\frac{-2(20.8564)(7.6493)(-0.10990)}{-25.2952}=\frac{+35.07}{-25.2952}=-1.386\ \text{bohr}^{-3}.$$
The 3s shell receives $+1.386$. The negative $K_{23}$ is computed; it agrees with the main outer lobes of 2s (past its first node, at 0.083 bohr) and 3s (past its second node, at 0.346 bohr) having opposite signs when both $a_n>0$.

The occupied parts are −0.0933, −1.2908 and +1.3841, which sum to zero. The parts from empty orbitals are +0.0076, −1.2688 and −0.2276, which sum to the whole −1.4888 bohr⁻³. So at first order the positive 3s value in Mn²⁺ comes entirely from mixing with occupied shells (2s supplies +1.386 and 1s takes back 0.002), and the negative 1s value is likewise an occupied-mixing term. In canonical orbitals the invariant total is dominated by 2s relaxing into empty s functions, the up- and down-spin orbitals moving oppositely and each supplying half. In Fe³⁺ the empty-orbital part of 3s is small and positive, +0.0932, against −1.6370 for 2s.

**Q.** What does the self-consistent calculation give, in tesla?

**A.** The radial UHF equations were solved on a spectral grid; for Mn²⁺ a second grid changed the shell values by $1.9\times10^{-6}$ bohr⁻³, while Fe³⁺ was solved on one grid only. The contact density converges more slowly than the energy: an 18s15p13d Slater basis, with UHF energies within $10^{-5}$ Eh of the grid values, still shifts each ion's total by 0.003 bohr⁻³, about 0.2 T. For Mn²⁺, in bohr⁻³:

- 1s: $4783.4356-4783.5059=-0.0703$,
- 2s: $433.5888-436.3819=-2.7931$,
- 3s: $59.1690-57.8279=+1.3411$.

The sum is −1.5223, so $B=52.491\times(-1.5223)=-79.9$ T. Per unpaired spin, $\chi=4\pi\Delta\rho/2S=-3.83$ bohr⁻³. For Fe³⁺ the shells give $-0.1079-3.5176+2.1948=-1.4307$, so $B=52.491\times(-1.4307)=-75.1$ T and $\chi=-3.60$ bohr⁻³. The mean radii move as the signs suggest: in Mn²⁺ $\langle r\rangle_\uparrow-\langle r\rangle_\downarrow$ is $+1.0\times10^{-3}$ bohr for 2s and $-3.3\times10^{-3}$ bohr for 3s.

Self-consistency changes the total by 2% of the first-order value in Mn²⁺ (−1.4888 to −1.5223) and by 7% in Fe³⁺ (−1.5340 to −1.4307). The changes have opposite directions and reverse the order of the ions: first order makes the Fe³⁺ field the larger, UHF the smaller. Both 2s and 3s terms are larger in Fe³⁺, and the totals differ little because the increases largely cancel. In Fe³⁺ the 3d peak lies further inside $r^*_{3s}$ (about 0.70 against 0.78 bohr), which by the lobe rule favours a stronger 3s term; how much of the increase this accounts for is not computed here.

**Q.** How do you know 3d exchange is the cause, and not an instability of the core?

**A.** The p shells also exchange with 3d for up spin only, and once polarised they act on the s shells through the $l_b=1$ terms of $F_\sigma$. For Mn²⁺ I replaced the 3d exchange by its spin average in the s block, the p block, or both, and iterated from the polarised solution. With both averaged, the polarisation decays to the convergence threshold, so the polarised solution does not survive without the 3d exchange difference. This is not by itself a stability test, since an accelerated iteration can also settle on an unstable stationary point; the evidence against a near-instability is that self-consistency keeps the sign of every first-order shell value and changes each by 7 to 20%; the smaller changes of the totals, 2% and 7%, owe partly to cancellation between shells. With only s–d exchange active the total is −1.6178, and with only p–d it is +0.0910. Their sum, −1.5268, is close to −1.5223, as a nearly linear response requires, and additivity is tested shell by shell to 3% of the 2s value. Relative to the shell's own value the indirect channel matters most for 1s (in absolute size its 2s and 3s parts, −0.1155 and +0.1489, are larger), where $-0.1279+0.0576=-0.0703$.

**Q.** My fields in ionic compounds are of rough size 60 T. How far do I trust −80 T?

**A.** As the mean-field value for a free nonrelativistic ion, not as a prediction for a solid. The energy gained over ROHF is only 0.0014 Eh in Mn²⁺ and 0.0026 Eh in Fe³⁺, and $\langle S^2\rangle$ is 8.7507 and 8.7513 against $S(S+1)=8.75$. Both shifts are second order in $P_\uparrow-P_\downarrow$, while $\Delta\rho$ is first order, so a good energy and a nearly pure spin state do not certify the field. A small 12s9p6d Gaussian basis, whose UHF energy lies 1.23 Eh above the grid value, shows the dependence on the basis: for Mn²⁺ it gives −0.0353, −2.2556 and +1.0110, with the same signs but a sum of −1.28, 16% smaller in magnitude than the grid total. In that basis the radial equations and an independent PySCF calculation agree, which tests the angular coefficients.

Correlation, relativity and the finite nucleus are omitted, and because the total is a difference of opposing terms, a relative change in the 2s term is amplified in the total, by 2.7931/1.5223 ≈ 1.8 in Mn²⁺ and 3.5176/1.4307 ≈ 2.5 in Fe³⁺; for 3s the factors are 0.9 and 1.5. In a compound, covalency moves spin off the 3d shell, which weakens $K$, and any up-spin 4s admixture adds positive density directly; I have not computed how much of your gap either explains. For ions that are not in an S state the magnetisation is not spherical and the orbital currents need not cancel, so dipolar and orbital fields can join the contact term, unless the site symmetry removes them. The numerical check below prints the computed values, apart from the Slater-basis comparison; the sums, differences, ratios and percentages quoted are arithmetic on them.

## Values computed for the example and the checks

```
Biot-Savart B(0)/(mu0 M(0)) = 0.666667
field per unit spin density = 52.491 T bohr^3
hydrogenic 1s: Z*r0 = 1.3253, r0(Z=25) = 0.0530 bohr
well at 0.025 bohr, width 0.015: formula +7.30864, diag +7.30864 bohr^-3/Eh
well at 0.12 bohr, width 0.015: formula -2.55701, diag -2.55701 bohr^-3/Eh
Gaussian Mn2+ E_UHF radial -1147.881379, PySCF -1147.881379 Eh
Gaussian Mn2+ E_ROHF radial -1147.880076, PySCF -1147.880076 Eh
Gaussian drho 1s 2s 3s radial -0.0353 -2.2556 +1.0110 bohr^-3
Gaussian drho 1s 2s 3s PySCF  -0.0353 -2.2556 +1.0110 bohr^-3
PySCF ROHF |drho| = 0.0e+00 bohr^-3
Mn2+ Z=25: E_ROHF -1149.10922, E_UHF -1149.11062 Eh, <S2> 8.75071
 ROHF eps 1s 2s 3s -241.1870 -29.7508 -4.4556 Eh; K_nn +0.0015 +0.1358 +0.4079 Eh
 ROHF <r> 1s 2s 3s +0.0615 +0.2807 +0.8619, 3d 1.0999, 3d peak 0.769 bohr
 last node +0.000 +0.083 +0.346 bohr; switch radius r* +0.054 +0.265 +0.821 bohr
 first-order drho -0.0857 -2.5596 +1.1564 sum -1.4888 bohr^-3
 finite diff drho -0.0857 -2.5596 +1.1564 bohr^-3
  part r<r* +0.0002 +0.3588 +4.1008 ; r>r* -0.0859 -2.9184 -2.9444 bohr^-3
  occupied part -0.0933 -1.2908 +1.3841 ; virtual +0.0076 -1.2688 -0.2276 bohr^-3
  a_2s 20.8564, a_3s 7.6493 bohr^-3/2, K_23 -0.10990 Eh, 3s term in 2s -1.3863 bohr^-3
 UHF rho_up(0) +4783.4356 +433.5888 +59.1690 bohr^-3
 UHF rho_dn(0) +4783.5059 +436.3819 +57.8279 bohr^-3
 UHF drho -0.0703 -2.7931 +1.3411 sum -1.5223 bohr^-3
 UHF <r>up-<r>dn +1.078e-06 +1.010e-03 -3.271e-03 bohr
 chi = -3.8259 bohr^-3, B along moment = -79.91 T
 only s-d polarising -0.1279 -2.6728 +1.1829 sum -1.6178 bohr^-3
 only p-d polarising +0.0576 -0.1155 +0.1489 sum +0.0910 bohr^-3
 neither: max |drho| 1.0e-07; second grid change 1.9e-06 bohr^-3
Fe3+ Z=26: E_ROHF -1260.61498, E_UHF -1260.61758 Eh, <S2> 8.75126
 ROHF eps 1s 2s 3s -262.7620 -33.3355 -5.5218 Eh; K_nn +0.0020 +0.1697 +0.4575 Eh
 ROHF <r> 1s 2s 3s +0.0591 +0.2685 +0.8130, 3d 0.9598, 3d peak 0.699 bohr
 last node +0.000 +0.080 +0.331 bohr; switch radius r* +0.052 +0.254 +0.777 bohr
 first-order drho -0.1164 -3.2526 +1.8350 sum -1.5340 bohr^-3
 finite diff drho -0.1164 -3.2526 +1.8350 bohr^-3
  part r<r* +0.0003 +0.4817 +5.0752 ; r>r* -0.1166 -3.7343 -3.2402 bohr^-3
  occupied part -0.1261 -1.6156 +1.7417 ; virtual +0.0097 -1.6370 +0.0932 bohr^-3
  a_2s 22.2583, a_3s 8.3046 bohr^-3/2, K_23 -0.13124 Eh, 3s term in 2s -1.7444 bohr^-3
 UHF rho_up(0) +5387.5478 +493.6649 +70.0412 bohr^-3
 UHF rho_dn(0) +5387.6557 +497.1825 +67.8464 bohr^-3
 UHF drho -0.1079 -3.5176 +2.1948 sum -1.4307 bohr^-3
 UHF <r>up-<r>dn +1.383e-06 +1.061e-03 -5.562e-03 bohr
 chi = -3.5957 bohr^-3, B along moment = -75.10 T
```
